# The g-sum rule and its verification for p⁵s, J = 1, part 2

How do the Landé factors of the two $J=1$ levels of $p^5s$ depend on the coupling, and what stays fixed? Hartree atomic units are used, with $\hbar=1$. The total orbital, spin and full angular momenta are $\mathbf L$, $\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$; $M$ is the projection of $\mathbf J$ on $z$. A field $B$ along $z$ adds

$$H_B=\frac B2\,V_z,\qquad \mathbf V=\mathbf L+g_s\mathbf S, \tag{2}$$

with the term quadratic in $B$ neglected. The spin factor $g_s$ is 2 unless written out.

Between states of levels $\alpha,\beta$ with the same $J$, $\mathbf V$ acts as $G\mathbf J$, where $G$ is a Hermitian matrix with elements $G_{\alpha\beta}$. The Landé factor is $g_\alpha=G_{\alpha\alpha}$, and in a weak field an isolated level has energies $E_\alpha+\tfrac B2g_\alpha M$. The expectation value of $\mathbf V\cdot\mathbf J$ in a level is $gJ(J+1)$.

The first half proved that $\operatorname{tr}G$, the sum of the factors over all levels of given $J>0$ in the configuration, is the same for every field-free Hamiltonian that commutes with $\mathbf J$. In the LS basis $G$ is diagonal, so each factor is a mean of LS values weighted by the composition of the level. The LS values are

$$g=1+(g_s-1)\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}. \tag{24}$$

The $p^5$ core has the single term $^2P$. With the $s$ electron, $p^5s$ has twelve states, in the terms $^3P$ ($J=2,1,0$) and $^1P$ ($J=1$). For $J=1$,

$$g(^3P_1)=1+\frac{2+2-2}{4}=\frac32,\qquad g(^1P_1)=1+\frac{2+0-2}{4}=1. \tag{25}$$

Section 7 counted determinants, in which each electron has definite orbital projection $m$ and spin projection. The three with $M=1$ have $V_z$ values $1,1,2$, with sum $T(1)=4$. The counting also gave

$$\operatorname{tr}G(1)=2+g_s-\frac{1+g_s}{2}=\frac{3+g_s}{2}, \tag{22}$$

which is $\tfrac52$ for $g_s=2$.

### 10. jj and pair coupling

In jj coupling the core has a definite angular momentum $J_c=\tfrac32$ or $\tfrac12$, to which the spin $\mathbf s$ of the outer electron is added. Formula (24), applied to the core with $L=1$ and $S=\tfrac12$, gives

$$g_{3/2}=1+\frac{\frac{15}4+\frac34-2}{\frac{15}2}=\frac43,\qquad g_{1/2}=1+\frac{\frac34+\frac34-2}{\frac32}=\frac23. \tag{26}$$

The $s$ electron has $l=0$ and factor 2. For definite $J_c$, the diagonal part of $\mathbf V$ is $g_{J_c}\mathbf J_c+2\mathbf s$. Its scalar product with $\mathbf J=\mathbf J_c+\mathbf s$ requires

$$\mathbf J_c\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf J_c^2-\mathbf s^2),\qquad \mathbf s\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf s^2-\mathbf J_c^2). \tag{27}$$

For $J_c=\tfrac32$ and $J=1$ these products are $\tfrac12(2+\tfrac{15}4-\tfrac34)=\tfrac52$ and $\tfrac12(2+\tfrac34-\tfrac{15}4)=-\tfrac12$. For $J_c=\tfrac12$ both are 1. Division by $J(J+1)=2$ gives

$$g(\tfrac32,\tfrac12)=\tfrac12\left(\tfrac43\cdot\tfrac52-2\cdot\tfrac12\right)=\tfrac76,\qquad g(\tfrac12,\tfrac12)=\tfrac12\left(\tfrac23+2\right)=\tfrac43. \tag{28}$$

Again the sum is $\tfrac76+\tfrac43=\tfrac52$, although neither factor equals an LS value. In the first level the outer spin points on average against $\mathbf J$, which is why its contribution is negative.

In the pair coupling considered here, $J_c$ is first combined with the orbital momentum of the outer electron, and its spin is added last. Since $l=0$, the first step changes nothing. For an $s$ electron this scheme has the same states as jj coupling and the same factors.

The jj basis does not make $G$ diagonal. Its eigenvalues are the LS factors $\tfrac32$ and 1, so its determinant is $\tfrac32$. If $x$ is the off-diagonal element between the two jj states, then

$$|x|^2=\frac76\cdot\frac43-\frac32=\frac1{18},\qquad |x|=\frac1{3\sqrt2}\approx0.2357. \tag{29}$$

When the two jj states mix, the individual factors change for two reasons: each level becomes a weighted mean of the two diagonal values, and the off-diagonal element adds a cross term. The cross terms of the two levels cancel in the sum.

### 11. The Hamiltonian between the limits

Three parts of the energy are the same for all twelve states: the central-field energy, the repulsion within the $p$ shell, and the direct $s$–$p$ repulsion. The second is constant because the core has only one term. The third is constant because the $s$ charge density is spherical and repels each $p$ orbital equally. They are dropped.

**Exchange.** Let $K>0$ be the exchange integral between the $s$ orbital and any $p$ orbital. Rotational symmetry makes it equal for all three values of $m$ and forbids exchange terms that change $m$. Exchange then leaves the orbitals as they are and interchanges the spins of the two electrons, with a minus sign from antisymmetry. The operator that interchanges two spins is $\tfrac12+2\mathbf s_i\cdot\mathbf s$: it equals $+1$ for a triplet pair, where $\mathbf s_i\cdot\mathbf s=\tfrac14$, and $-1$ for a singlet pair, where it is $-\tfrac34$. Summing over the five $p$ electrons, with total core spin $\mathbf S_c$, gives

$$H_{\rm ex}=-K\left(\tfrac52+2\,\mathbf S_c\cdot\mathbf s\right). \tag{30}$$

The core has spin $\tfrac12$, so $\mathbf S_c\cdot\mathbf s$ is again $\tfrac14$ for the total triplet and $-\tfrac34$ for the singlet. The energies are $-3K$ for $^3P$ and $-K$ for $^1P$. Measured from their midpoint $-2K$, they are $-K$ and $+K$.

**Spin–orbit interaction.** Each $p$ electron has the energy operator $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta>0$. For one electron its value is $\zeta/2$ for $j=\tfrac32$ and $-\zeta$ for $j=\tfrac12$. The full shell gives $4(\zeta/2)-2\zeta=0$. Removing an electron with given $j$ leaves a core with $J_c=j$ and reverses the sign of the energy:

$$E(J_c=\tfrac32)=-\frac\zeta2,\qquad E(J_c=\tfrac12)=+\zeta. \tag{31}$$

On the core term this is the operator $-\zeta\,\mathbf L\cdot\mathbf S_c$, since $\mathbf L\cdot\mathbf S_c$ has the values $\tfrac12$ and $-1$.

Its $J=1$ matrix in the LS basis follows from three facts. First, in the triplet the two spins $\mathbf S_c$ and $\mathbf s$ share the total spin equally, so $\mathbf S_c$ acts as $\tfrac12\mathbf S$. For $^3P_1$, $\mathbf L\cdot\mathbf S=\tfrac12(2-2-2)=-1$, and the diagonal element is $+\zeta/2$. Second, in the singlet $\mathbf S_c$ has no diagonal element, so $^1P_1$ has 0. Third, the eigenvalues must be those in (31), whose product is $-\zeta^2/2$. With off-diagonal element $y$ the determinant is $0-|y|^2$, so $|y|=\zeta/\sqrt2$. The phase of one basis state can be chosen to make $y$ positive.

In the order $(^3P_1,{}^1P_1)$ the complete matrix is

$$H_{J=1}=\begin{pmatrix}-K+\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&K\end{pmatrix}
=\frac\zeta4+\begin{pmatrix}-D&y\\ y&D\end{pmatrix},\qquad D=K-\frac\zeta4. \tag{32}$$

The last matrix has zero trace and determinant $-(D^2+y^2)$. Hence

$$E_\pm=\frac\zeta4\pm R,\qquad R=\sqrt{D^2+\frac{\zeta^2}2}. \tag{33}$$

### 12. The factors in intermediate coupling

Let the lower state have real amplitudes $a$ on $^3P_1$ and $b$ on $^1P_1$. The first row of its eigenvalue equation is $(-D+R)a+yb=0$, so $b/a=-(R-D)/y$. Since $y^2=R^2-D^2=(R-D)(R+D)$, the triplet weight $w=a^2$ is

$$w=\frac1{1+(R-D)^2/y^2}=\frac{1}{1+\dfrac{R-D}{R+D}}=\frac12\left(1+\frac DR\right). \tag{34}$$

The upper state has triplet weight $1-w$. Each factor is the weighted mean of $\tfrac32$ and 1:

$$g_-=\tfrac32w+(1-w)=1+\frac w2,\qquad g_+=\tfrac32(1-w)+w=\frac32-\frac w2. \tag{35}$$

Their sum is $5/2$ for every $K$ and $\zeta$. Their difference, $g_--g_+=w-\tfrac12$, carries the information about the coupling.

For $\zeta\ll K$, $D/R$ tends to 1, so $w\to1$ and the LS values return. For $\zeta\gg K$, $D\to-\zeta/4$ and $R\to3\zeta/4$. Then $w\to\tfrac13$, and (35) gives $\tfrac76$ and $\tfrac43$, the jj values. Between these limits the factors cross: at $D=0$, that is $\zeta=4K$, both are $\tfrac54$. The energies do not cross there; they are separated by $2R=\sqrt2\,\zeta$.

### 13. A worked case

Take the model parameters $K=0.0030$ and $\zeta=0.0040$ hartree. Then $D=0.0030-0.0010=0.0020$ hartree and

$$R=\sqrt{(0.0020)^2+\tfrac12(0.0040)^2}=0.003464\ \text{hartree}. \tag{36}$$

The energies are $0.001000\mp0.003464$, or $-0.002464$ and $0.004464$ hartree. The triplet weight of the lower level is $w=\tfrac12(1+0.0020/0.003464)=0.7887$. The factors are

$$g_-=1+0.3943=1.3943,\qquad g_+=1.5-0.3943=1.1057, \tag{37}$$

and they add to $2.5000$. An independent diagonalization in the twelve determinants, with the exchange and spin–orbit operators written for individual electrons, gives the same energies and factors. The weak-field slopes $2\,dE/dB$ of the $M=1$ states agree as well.

The passage from one limit to the other is shown by varying $\zeta/K$:

| $\zeta/K$ | $g_-$ | $g_+$ | sum |
|---:|---:|---:|---:|
| 0.1 | 1.4993 | 1.0007 | 2.5000 |
| 1 | 1.4319 | 1.0681 | 2.5000 |
| 4 | 1.2500 | 1.2500 | 2.5000 |
| 10 | 1.1981 | 1.3019 | 2.5000 |
| 100 | 1.1696 | 1.3304 | 2.5000 |

### 14. Where the rule stops

**Strong field.** The operator $V_z$ also connects levels whose $J$ differs by one. When the field energy is comparable with their separation, $J$ is no longer a good label, and the sum over the $J=1$ branches is not protected. In the worked case the $J=2$ level lies at $-K-\zeta/2=-0.0050$ hartree, below both $J=1$ levels. At $B=0.0060$ atomic units (about 1400 T, far above steady laboratory fields), where $B/2=K$, the slopes $2\,dE/dB$ of the two upper $M=1$ branches add to $2.864$ instead of $2.5$. These are local slopes for one sign of $M$. In the splitting between $M=1$ and $M=-1$, the shifts that are even in $B$ cancel, so a sum obtained from such splittings departs from $2.5$ much less in this case: it is $2.508$.

The sum over all three branches with $M=1$ is still $T(1)=4$, because it is the trace of $V_z$ over a subspace that the field preserves. These slopes belong to the model with the linear field term only. In a real atom the neglected term $\tfrac{B^2}{8}\sum_i(x_i^2+y_i^2)$ is not small at this field. For argon $3p^54s$, where $\langle\sum_i r_i^2\rangle\approx54$ bohr$^2$, it adds about $0.11$ to each slope, though it cancels in the splitting between $M=1$ and $M=-1$. The lowest branch therefore has slope $4-2.864=1.136$, reduced from its weak-field value $\tfrac32$. In the limit of this model where the field dominates, the slopes become the determinant values $1,1,2$ from section 7. The lowest branch then takes slope 1, and the upper two add to 3.

**Configuration mixing.** Suppose that $p^5s$ mixes with $p^5d$. The proof applies to the combined space, so the sum must run over all $J=1$ levels of both configurations. The operator $\mathbf V$ does not connect $s$ with $d$ orbitals, and the total trace is the sum of the separate ones. The $J=1$ levels of $p^5d$ are $^3P_1$, $^1P_1$ and $^3D_1$, with factors $\tfrac32$, 1 and, from (24), $1+(2+2-6)/4=\tfrac12$. Their sum is 3, and the five levels together have $\tfrac52+3=\tfrac{11}2$.

The two lowest levels alone have no such protection. They gain weight from $p^5d$ terms and lose some of their own. This was tested with 20 random rotationally invariant Hamiltonians, in which the $d$ configuration was raised by one energy unit and the random part was scaled by 0.2. All five factors added to $5.5$ each time, while the sum for the two lowest levels ranged from $2.12$ to $2.55$. The low end is unusual. In this ensemble about 90% of the sums lie between $2.39$ and $2.52$, and sums below $2.2$ mostly occur when one of the two lowest levels is mainly $p^5d$. Agreement of a partial sum does not prove that mixing is absent. If, in the absence of spin–orbit coupling, $^3P_1$ and $^1P_1$ of $p^5s$ each mix only with the $p^5d$ term of the same $L$ and $S$, the two resulting levels keep the factors $\tfrac32$ and 1, and their sum stays $\tfrac52$.

**Other configurations.** The rule does not depend on the simplicity of $p^5s$. For $p^2s$, 20 random rotationally invariant Hamiltonians left the sums at $5.3333$, $3.8667$ and $2.8000$ for $J=\tfrac12,\tfrac32,\tfrac52$. Comparing the factors in order of size with the LS values, the largest individual changes were $0.97$, $0.45$ and $0.15$.

### 15. Using the sum and the difference

For two measured $J=1$ factors assigned to $p^5s$, first compare their sum with $(3+g_s)/2$. A significant discrepancy cannot be removed by changing $K$ or $\zeta$. If the sum agrees and configuration mixing is known to be negligible, which the agreement alone does not prove, the difference gives the triplet weight of the lower level through $w=\tfrac12+g_--g_+$, for $g_s=2$. For general $g_s$ the relation is $g_--g_+=(g_s-1)(w-\tfrac12)$. A weight with $\tfrac13<w<1$ fixes $\zeta/K$ in this model through (34), but poorly near either limit: at $\zeta/K=100$ an error of $\pm0.002$ in the difference allows values from about 75 to 150. The sum by itself says nothing about $w$: eigenvectors with a wrong composition satisfy it just as well as correct ones.

The printed values behind both halves are given in the numerical output.

## Calculated quantities

```
determinants in p^5 s: 12
T(1), sum of M_L + 2 M_S at M = 1: 4.0000
T(2), sum of M_L + 2 M_S at M = 2: 3.0000
J=1 sum of g from counting: 2.500000
core g: 2P3/2 1.333333, 2P1/2 0.666667
LS: g(3P1) 1.500000, g(1P1) 1.000000, sum 2.500000
jj: g(3/2,1/2) 1.166667, g(1/2,1/2) 1.333333, sum 2.500000
jj off-diagonal element of G, magnitude: 0.235702
K = 0.0030 hartree, zeta = 0.0040 hartree
R = 0.003464 hartree, triplet weight w of lower J=1 level = 0.788675
J=2 energy: -0.005000 hartree, g = 1.500000
lower J=1 level: energy -0.002464 hartree, g = 1.394338
upper J=1 level: energy 0.004464 hartree, g = 1.105662
sum of the two J=1 factors: 2.500000
weak-field slopes 2 dE/dB, J=1: 1.394338, 1.105662
strong field B = 0.0060 a.u.: J=1 branch slopes sum 2.8640, whole M=1 block 4.0000
zeta/K   g lower   g upper   sum
   0.1   1.499345  1.000655  2.500000
   1.0   1.431902  1.068098  2.500000
   4.0   1.250000  1.250000  2.500000
  10.0   1.198121  1.301879  2.500000
 100.0   1.169649  1.330351  2.500000
with gs = 2.002319: J=1 sum = 2.501160
random Hamiltonians per test: 20
p^2 s, J=0.5: 3 levels, LS sum 5.333333, random-H sums 5.333333 to 5.333333
   largest change of a single g from its LS value: 0.9746
p^2 s, J=1.5: 3 levels, LS sum 3.866667, random-H sums 3.866667 to 3.866667
   largest change of a single g from its LS value: 0.4452
p^2 s, J=2.5: 2 levels, LS sum 2.800000, random-H sums 2.800000 to 2.800000
   largest change of a single g from its LS value: 0.1502
p^5 s + p^5 d mixed, J=1: all 5 levels sum 5.500000 to 5.500000
   two lowest levels alone: sum 2.1217 to 2.5521
```
